# Why Cartesian Gaussian trial states overstiffen librations and free rotations, part 2

A particle of mass \(m\) moves in a plane, with \(r=\sqrt{x^2+y^2}\), \(\cos\phi=x/r\), \(u=x-R\), under
\[
H=\frac{p^2}{2m}+V,\qquad V=\frac k2 (r-R)^2+\kappa(1-\cos\phi).
\]
Rydberg atomic units: \(\hbar=k_B=1\), electron mass \(1/2\). Scales: \(\omega_r^2=k/m\), \(B=1/(2mR^2)\), \(\omega_\theta^2=2B\kappa\), \(\epsilon=B/\omega_r\ll1\), \(t=\epsilon^{1/3}\), \(\omega_\theta\ll\omega_r\).

The self-consistent harmonic approximation (SCHA) minimizes \(F_G\ge F\) over Gaussians with centroid \((x_0,y_0)\), force constants \(\Phi\) and covariance \(C\). Subscripts on \(V\) denote derivatives. Stationarity requires \(\langle V_a\rangle=0\), \(\Phi_{ab}=\langle V_{ab}\rangle\). The variation rule is
\[
\delta\langle f\rangle=\sum_a\langle f_a\rangle\,\delta x_{0a}+\tfrac12\sum_{ab}\langle f_{ab}\rangle\,\delta C_{ab}.
\]
By the mirror \(y\to-y\), the minimum has \(y_0=0\), \(\Phi=\mathrm{diag}(m\omega_x^2,m\Omega^2)\), and variances \(\sigma^2\) along \(x\), \(s\) along \(y\); at \(T=0\), \(s=1/(2m\Omega)\). The centroid shift is \(\bar u=x_0-R\approx-s/2R\), with \(\langle r\rangle\approx R\). The expanded potential is
\[
V\approx\frac k2\Big[u^2+\frac{uy^2}{R}+\frac{y^4}{4R^2}-\frac{u^2y^2}{R^2}\Big]+\frac{\kappa y^2}{2R^2},
\]
giving \(m\Omega^2=\langle V_{yy}\rangle=\frac{\kappa}{R^2}+\frac{ks}{R^2}-\frac{k\sigma^2}{R^2}\), whose last two terms are the wall terms, and
\[
\Omega^2=\omega_\theta^2+\frac{B\omega_r^2}{\Omega}\coth\frac{\Omega}{2T}-B\omega_r\coth\frac{\omega_r}{2T}.\tag{1}
\]
The refined form is (1); the leading form omits its last term. On the free ring (\(\kappa=0\)) at \(T=0\), with Gaussian energy \(E_G\) and \(\Omega_0=(B\omega_r^2)^{1/3}\),
\[
\Omega=\Omega_0\big(1-\tfrac13t-t^2+\dots\big),\qquad \frac{E_G}{\omega_r}-\frac12=\tfrac38t-\tfrac14t^2-\tfrac7{24}t^3+\dots\tag{2}
\]
For \(T\gg\Omega\) the classical law is \(\Omega^4=2BT\omega_r^2\).

The exact model (reference, ground energy \(E_0\)) has free-ring levels \(\approx BM^2\) above \(E_0\), rotor free energy \(-T\ln\sqrt{\pi T/B}\) and entropy \(\ln\sqrt{\pi T/B}+\tfrac12\) for \(T\gg B\), and the pendulum fundamental \(\omega_{10}\approx\omega_\theta(1+\tfrac32\epsilon)-\tfrac14B\).

The bent state \(\psi\propto\exp[-w^2/4\sigma^2-y^2/4s]\), \(w=u-\bar u+a(y^2-s)\), correlates \(u\) with \(y^2\); \(a=0\) is the straight (SCHA) state. Its optimum is \(\alpha=2Ra=1/(1+2\Omega_b/\omega_r)\), \(\Omega_b=1/(2ms)\), up to terms of relative order \(s/R^2\) and \((\omega_\theta/\omega_r)^2\).

At \(T=0\), \(\delta\Omega/\omega_\theta=\Omega_0^3/2\omega_\theta^3\) at leading order, below 5% for \(\omega_\theta>2.2\,\Omega_0\).

**The centroid Hessian.** Let \(F_G(x_0,y_0)\) be minimized over \(\Phi\) at fixed centroid. Stationarity in \(\Phi\) gives \(\partial F_G/\partial y_0=\langle V_y\rangle\). Differentiating again at \(y_0=0\) with the variation rule, the averages \(\langle V_{yxx}\rangle\) and \(\langle V_{yyy}\rangle\) vanish by the mirror, and the two entries \(\delta C_{xy}=\delta C_{yx}\) cancel the factor \(\tfrac12\):
\[
\frac{\partial^2F_G}{\partial y_0^2}=\langle V_{yy}\rangle+\langle V_{xyy}\rangle\frac{dC_{xy}}{dy_0},\qquad \delta\Phi_{xy}=\langle V_{xyy}\rangle\delta y_0+\langle V_{xxyy}\rangle\delta C_{xy}.
\]
The mixed derivative in \(x_0,y_0\) vanishes by the same mirror. At \(T=0\), \(C=\tfrac12A^{-1}\) with \(A^2=m\Phi\) and \(A=\mathrm{diag}(m\omega_x,m\Omega)\). Varying, \(A\,\delta A+\delta A\,A=m\,\delta\Phi\) gives \(\delta A_{xy}=\delta\Phi_{xy}/(\omega_x+\Omega)\), and \(\delta A^{-1}=-A^{-1}\delta A\,A^{-1}\) gives \(\delta C_{xy}=\chi\,\delta\Phi_{xy}\) with \(\chi=-1/[2m^2\omega_x\Omega(\omega_x+\Omega)]\). Solving the linear relation for \(\delta C_{xy}\),
\[
\frac{\partial^2F_G}{\partial y_0^2}=\langle V_{yy}\rangle+\frac{\langle V_{xyy}\rangle^2\chi}{1-\langle V_{xxyy}\rangle\chi}.\tag{3}
\]
The second term is the resummed static bubble. From the expanded potential \(V_{xyy}=k/R\) and \(V_{xxyy}=-2k/R^2\), so \(V_{xxyy}\chi\approx2s/R^2\) is a higher-order correction. With \(\omega_x\approx\omega_r\), \(k=m\omega_r^2\) and \(s=1/(2m\Omega)\),
\[
\frac{k^2}{R^2}\chi=-\frac{ks}{R^2}\,\frac{1}{1+\Omega/\omega_r}\approx-\frac{ks}{R^2}+\frac{\omega_r}{2R^2},
\]
and \(\omega_r/2=k\sigma^2\). Both wall terms of \(m\Omega^2\) cancel, leaving \(\kappa/R^2\). Symmetry extends this beyond the expansion. A rigid rotation of the whole Gaussian about the origin by \(\phi_0\) yields another member of the trial family, leaves the kinetic, entropic and radial parts unchanged, and changes the pinning term to \(\kappa(1-\langle\cos\phi\rangle\cos\phi_0)\), since \(\langle\sin\phi\rangle=0\). It moves the centroid by \(y_0=x_0\phi_0\), and the second-order change of \(x_0\) costs nothing in the curvature because the gradient vanishes. For \(\kappa=0\), \(F_G\) is constant on the circle of minima and the tangential Hessian is exactly zero at any \(T\) for which the minimum lies off the origin, \(x_0\ne0\). This holds throughout the regime \(s\ll R^2\). In the classical limit it has failed by \(T\approx0.1\,kR^2\), where the optimal Gaussian is centred at the origin and the Hessian is positive. For \(\kappa>0\), the rigid curvature \(\kappa\langle\cos\phi\rangle/x_0^2\) is an upper bound on the relaxed Hessian, since relaxing \(\Phi\) lowers \(F_G\). With \(\langle\cos\phi\rangle\approx1-s/2R^2\) and \(x_0^{-2}\approx R^{-2}(1+s/R^2)\) it corresponds to a frequency \(\omega_\theta(1+s/4R^2)\). The stiffness \(m\Omega^2\) is the cost of sliding the Gaussian with frozen axes, and the bubble lets the axes turn with the valley.

**Worked example: the HCl bond vector in a plane.** RHF/cc-pVDZ gives \(R=2.4137\) bohr and \(k=0.7353\) Ry/bohr², and the standard atomic weights 1.008 u and 35.45 u give \(m=893.33\) in these units. This level omits electron correlation and basis completeness, so the digits define the model and are not converged molecular values. RHF/cc-pVQZ gives \(R=2.392\) bohr and \(k=0.731\) Ry/bohr², and frozen-core MP2/cc-pVTZ gives \(R=2.406\) bohr and \(k=0.692\) Ry/bohr². These move \(\omega_r\) by \(-10\) and \(-94\) cm⁻¹, \(B\) by \(+0.2\) and \(+0.1\) cm⁻¹, and the free-ring \(\Omega\) found below by \(+2\) and \(-8\) cm⁻¹. The model also omits stretch anharmonicity and out-of-plane rotation. The reference values come from diagonalizing the model in a polar basis and are not a prediction of the molecular spectrum. The values below are taken from the numerical output after this text or follow from it by the arithmetic shown. Then \(\omega_r=\sqrt{0.7353/893.33}=2.869\times10^{-2}\) Ry (3148 cm⁻¹), \(B=1/(2\cdot893.33\cdot2.4137^2)=9.607\times10^{-5}\) Ry (10.5 cm⁻¹), \(\epsilon=3.349\times10^{-3}\), \(t=0.1496\), \(t^2=0.0224\).

On the free ring at \(T=0\), \(\Omega_0=0.1496\times2.869\times10^{-2}=4.292\times10^{-3}\) Ry and the refined form gives \(4.078\times10^{-3}\) Ry. Minimization gives \(4.003\times10^{-3}\) Ry (439 cm⁻¹), which the two forms exceed by 7.2% and 1.9%, the latter close to the expected \(t^2\). The first rotational gap is \(9.705\times10^{-5}\) Ry (10.6 cm⁻¹), 41 times smaller. The widths are \(\sqrt s=0.374\) and \(\sigma=0.1405\) bohr, so \(s/R^2=(0.3739/2.4137)^2=0.0240\), and the centroid shift is \(-0.0284\) bohr against \(-s/2R=-0.0290\) bohr. The excess over the reference ground state is \(1.451\times10^{-3}\) Ry (159 cm⁻¹). Adding \(E_0-\omega_r/2=-2.43\times10^{-5}\) Ry gives \(E_G-\omega_r/2=1.427\times10^{-3}\) Ry. The first two terms of (2) give \(1.449\times10^{-3}\) Ry, and the third, \(-\tfrac7{24}B=-2.80\times10^{-5}\) Ry, brings this to \(1.421\times10^{-3}\) Ry, 0.4% below the minimized value. Bending, with \(\alpha=1.006\), cuts the excess to \(4.11\times10^{-4}\) Ry (45 cm⁻¹), 28% of the straight value. In (3), \(\langle V_{yy}\rangle=1.43116\times10^{-2}\) and the bubble is \(-1.43116\times10^{-2}\) Ry/bohr². The tests require cancellation to \(10^{-4}\) of \(\langle V_{yy}\rangle\) and a finite-difference Hessian below \(10^{-3}\) of it.

At 300 K, \(T=1.900\times10^{-3}\) Ry is below \(\Omega\), so the classical law does not apply, and \(\Omega\) rises to \(4.306\times10^{-3}\) Ry (473 cm⁻¹), with the refined form 1.9% above it. The reference has \(F-E_0=-3.915\times10^{-3}\) Ry, against \(-3.923\times10^{-3}\) Ry from the rotor formula. The Gaussian free energy lies \(5.14\times10^{-3}\) Ry (564 cm⁻¹) too high, which is \(5.14/1.900=2.7\) times \(T\). The entropies are 0.372 and 2.561 \(k_B\), the latter near \(3.923/1.900+0.5=2.565\). The entropy deficit accounts for \((2.561-0.372)\times1.900\times10^{-3}=4.16\times10^{-3}\) Ry of the error.

With the round model pinning \(\kappa=0.02\) Ry at \(T=0\), \(\omega_\theta=\sqrt{2\cdot9.607\times10^{-5}\cdot0.02}=1.960\times10^{-3}\) Ry (215 cm⁻¹) and \(\omega_\theta^3/\Omega_0^3=0.095\), inside the wall-dominated regime. The reference fundamental is \(1.944\times10^{-3}\) Ry (213 cm⁻¹) and the pendulum formula gives \(1.946\times10^{-3}\) Ry. The minimized \(\Omega=4.299\times10^{-3}\) Ry (472 cm⁻¹) is 2.21 times the fundamental, and switching on the pinning raised it by \(4.299/4.003-1=7\%\). Equation (3) gives \(1.65106\times10^{-2}-1.30406\times10^{-2}=3.470\times10^{-3}\) Ry/bohr², finite differences give \(3.471\times10^{-3}\) (a straight step \(h\) at fixed \(x_0\) moves the centroid outward by \(h^2/2x_0\), which adds about \(kh^2/4x_0^2\approx1\times10^{-6}\) for the step used and lifts this value slightly above the bound), and the rigid bound is \(0.02\times0.98901/2.3875^2=3.470\times10^{-3}\), both tested against (3) within 0.2%. The Hessian frequency \(\sqrt{3.470\times10^{-3}/893.33}=1.971\times10^{-3}\) Ry (216 cm⁻¹) is 1.4% above the fundamental, and \(\omega_\theta(1+s/4R^2)\) with \(\sqrt s=0.3608\) bohr gives \(1.960\times10^{-3}\times1.0056=1.971\times10^{-3}\) Ry. The energy excess is \(7.00\times10^{-4}\) Ry (77 cm⁻¹) for the straight state and \(2.9\times10^{-5}\) Ry (3 cm⁻¹) for the bent one, whose width is 0.51 bohr. The bent optimum is \(\alpha=0.904\), visibly below one. With \(\Omega_b=2.156\times10^{-3}\) Ry the leading estimate is \(1/(1+2\cdot2.156/28.69)=0.869\), and the gap of 0.035 is of the size of the dropped terms, \(s/R^2=(0.5095/2.4137)^2=0.045\). The value of \(\Omega_b\) is 10% above \(\omega_\theta\). It refers to the variance of the Cartesian coordinate \(y=r\sin\phi\), and the reference width was not computed, so this figure is not a measure of the width error.

**What to do.** For each librational or rotational coordinate tied to a stiff bond, estimate \(\Omega_0=(B\omega_r^2)^{1/3}\) from the moment of inertia and the stretch frequency and compare it with \(\omega_\theta\). In this model the auxiliary frequency is within about 5% of \(\omega_\theta\) at \(T=0\) when \(\omega_\theta\) exceeds about \(2.2\,\Omega_0\), and the coth in (1) tightens the condition once \(T\) approaches \(\Omega\). Below that, \(\Omega\) should not be read as a libration frequency. The Hessian (3) is the better estimate, and on a rotationally invariant potential its vanishing checks the implementation. It is a static curvature, evaluated over a density that is too narrow, and it leaves \(F_G\), the entropy and the widths unrepaired. On the free ring it returns zero and carries no information on the levels \(BM^2\). The time-dependent response of the Gaussian is a separate question not treated here. An inward centroid shift of size \(s/2R\) should be compared with \(\langle r\rangle\) before a bond contraction is inferred. Free-energy differences between a structure with soft rotors and one without inherit the error directly, about \(\tfrac38\Omega_0\) per free planar rotor at \(T=0\) at leading order, a positive error because \(F_G\) is an upper bound, which penalizes the rotor structure whenever the Gaussian error of the other structure is smaller. Removing it requires a trial density that correlates \(u\) with \(y^2\). A Gaussian in bent or polar coordinates serves for a well-pinned libration, \(s\ll R^2\). A nearly free rotor needs states that extend around the ring, from the polar separation above or from path-integral sampling.

## Table of computed values

```
eps=1e-6: (Omega/eps^(1/3)-1)/eps^(1/3) = -0.3432; energy eps^(2/3) coefficient = -0.2529
eps=1e-6, T=5 w_r: Omega/(2 B T w_r^2)^(1/4) = 0.9969
HCl RHF/cc-pVDZ: R = 2.4137 bohr, k = 0.7353 Ry/bohr^2
masses 1.008 u, 35.45 u; m = 893.33 (units of 2 m_e)
w_r = 2.86894e-02 Ry = 3148.3 cm^-1
B = 9.60673e-05 Ry = 10.5 cm^-1
eps = 3.34853e-03; eps^(1/3) = 0.1496; eps^(2/3) = 0.0224
-- free ring, T = 0
reference E0 - w_r/2 = -2.42625e-05 Ry
reference E(M=1)-E0 = 9.70467e-05 Ry = 10.6 cm^-1
Omega leading = 4.29214e-03 Ry
Omega refined = 4.07828e-03 Ry
Omega minimized = 4.00255e-03 Ry = 439.2 cm^-1
radial auxiliary frequency = 2.83592e-02 Ry
Omega/(E1-E0) = 41.2
sqrt(s) = 0.3739 bohr; sigma = 0.1405 bohr
centroid shift = -0.0284 bohr; -s/2R = -0.0290 bohr
two-term formula E_G - w_r/2 = 1.44902e-03 Ry
E_G - E0 = 1.45123e-03 Ry = 159.3 cm^-1
bent E - E0 = 4.11068e-04 Ry = 45.1 cm^-1
bent 2Ra = 1.006
<V_yy> = 1.43116e-02, bubble = -1.43116e-02 Ry/bohr^2
|relaxed Hessian, finite difference|/<V_yy> = 7e-05
-- free ring, 300 K
kT = 1.90009e-03 Ry
Omega refined = 4.38699e-03 Ry
Omega minimized = 4.30643e-03 Ry = 472.6 cm^-1
reference F - E0 = -3.91466e-03 Ry
-T ln sqrt(pi T/B) = -3.92305e-03 Ry
F_G - F reference = 5.14079e-03 Ry = 564.1 cm^-1
entropy: Gaussian 0.372 k_B, reference 2.561 k_B
-- pinned ring, kappa = 0.02 Ry, T = 0
w_theta = 1.96028e-03 Ry = 215.1 cm^-1
w_th(1+3eps/2)-B/4 = 1.94611e-03 Ry
reference fundamental = 1.94444e-03 Ry = 213.4 cm^-1
w_th^3/(B w_r^2) = 0.0953
Omega leading = 4.59012e-03 Ry
Omega refined = 4.37651e-03 Ry
Omega minimized = 4.29907e-03 Ry = 471.8 cm^-1
Omega/fundamental = 2.211; sqrt(s) = 0.3608 bohr
x0 = 2.3875 bohr; <cos phi> = 0.98901
<V_yy> = 1.65106e-02, bubble = -1.30406e-02 Ry/bohr^2
Hessian: response 3.46994e-03, finite diff 3.47089e-03 Ry/bohr^2
Hessian: rigid rotation 3.47024e-03 Ry/bohr^2
Hessian frequency = 1.97085e-03 Ry = 216.3 cm^-1
E_G - E0 = 6.99980e-04 Ry = 76.8 cm^-1
bent E - E0 = 2.85344e-05 Ry = 3.1 cm^-1
bent 1/(2 m s) = 2.15608e-03 Ry = 236.6 cm^-1
bent 2Ra = 0.904; bent sqrt(s) = 0.5095 bohr
```
